# Why Repeated Arrhenius Fits of Deprotection Rates Show False Enthalpy–Entropy Compensation: test program

```python
"""Spurious enthalpy-entropy compensation in repeated Arrhenius fits.

Result under test: for independent errors of standard deviation sigma in ln k,
fitted activation enthalpy H and entropy S have correlation
    rho = 1/sqrt(1 + eps^2),  eps = rms spread of 1/T divided by mean of 1/T,
and lie along a line of slope T_m = 1/mean(1/T).
The simulations start from noisy protected fractions m, form k = -ln(m)/t,
and refit; the closed formulas are never used to generate the data.
Symbols: E activation energy, A prefactor, T bake temperature, t bake time,
Sxx sum of squared deviations of 1/T, G = H - T_m S.
Internal units: J, mol, K, s; lengths in nm for acid transport.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.stats import f as f_distribution

R = const.R
rng = np.random.default_rng(20)
N_REP = 48000
GROUP = 24

E_TRUE = 100e3
T_REF = 383.0
K_REF = 0.01
LN_A_TRUE = np.log(K_REF) + E_TRUE / (R * T_REF)
FRACTION_NOISE = 0.03
T_NARROW = np.linspace(373.0, 393.0, 5)
T_WIDE = np.linspace(353.0, 413.0, 5)


def show(label, value, fmt, unit=""):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


def harmonic_mean(T):
    return 1 / np.mean(1 / T)


def simulate(T, energy=E_TRUE, ln_A=LN_A_TRUE, noise=FRACTION_NOISE,
             offset_sd=0.0, plate_sd=0.0, ln_bias=0.0):
    """Measured ln k, one column per repeat; bakes planned to end at m = 1/2."""
    shape = (len(T), N_REP)
    planned_ln_k = ln_A - energy / (R * T[:, None])
    bake_time = np.log(2) / np.exp(planned_ln_k)
    T_wafer = T[:, None] + plate_sd * rng.standard_normal(shape)
    ln_k = ln_A - energy / (R * T_wafer)
    ln_k = ln_k + offset_sd * rng.standard_normal(N_REP)
    ln_k = ln_k + np.reshape(ln_bias, (-1, 1))
    fraction = np.exp(-np.exp(ln_k) * bake_time)
    fraction = fraction + noise * rng.standard_normal(shape)
    assert fraction.min() > 0 and fraction.max() < 1
    return np.log(-np.log(fraction) / bake_time)


def fit(T, ln_k):
    """Arrhenius fit, converted to H and S at the harmonic mean temperature."""
    slope, intercept = np.polyfit(1 / T, ln_k, 1)
    T_m = harmonic_mean(T)
    H = -R * slope - R * T_m
    S = R * (intercept - np.log(const.k * T_m / const.h) - 1)
    return H, S


def predict(T, sigma, offset_sd=0.0):
    """Derived formulas: sd of H, sd of S, and 1 - rho^2."""
    x = 1 / T
    Sxx = np.sum((x - x.mean())**2)
    eps2 = Sxx / (len(T) * x.mean()**2)
    sd_H = R * sigma / np.sqrt(Sxx)
    q = eps2 * (1 + len(T) * offset_sd**2 / sigma**2)
    return sd_H, sd_H * x.mean() * np.sqrt(1 + q), q / (1 + q)


def correlation(a, b):
    return np.corrcoef(a, b)[0, 1]


def close(a, b, rel):
    return abs(a / b - 1) < rel


def refit_covariance(T, sigma):
    """Covariance of (H, S) found by perturbing each ln k and refitting."""
    base = LN_A_TRUE - E_TRUE / (R * T)
    H0, S0 = fit(T, base)
    columns = []
    for i in range(len(T)):
        changed = base.copy()
        changed[i] += 0.1
        H1, S1 = fit(T, changed)
        columns.append([(H1 - H0) / 0.1, (S1 - S0) / 0.1])
    J = np.array(columns).T
    return sigma**2 * J @ J.T


def variance_ratios(T, ln_k):
    """Variance of H in groups of repeats over that implied by residuals."""
    x = 1 / T
    slope, intercept = np.polyfit(x, ln_k, 1)
    residual = ln_k - intercept - slope * x[:, None]
    squares = np.sum(residual**2, axis=0).reshape(-1, GROUP).sum(axis=1)
    sigma2 = squares / (GROUP * (len(T) - 2))
    Sxx = np.sum((x - x.mean())**2)
    return slope.reshape(-1, GROUP).var(axis=1, ddof=1) * Sxx / sigma2


# Basic quantities and the narrow-range ensemble
sigma = FRACTION_NOISE / (0.5 * np.log(2))
x = 1 / T_NARROW
T_m = harmonic_mean(T_NARROW)
Sxx = np.sum((x - x.mean())**2)
eps = np.sqrt(Sxx / len(x)) / x.mean()
sd_H, sd_S, miss = predict(T_NARROW, sigma)
ln_k = simulate(T_NARROW)
H, S = fit(T_NARROW, ln_k)
G = H - T_m * S
sd_G = R * T_m * sigma / np.sqrt(len(x))
# Tolerances cover sampling error and the slight nonlinearity of ln(-ln m).
assert np.all(np.abs(ln_k.std(axis=1) / sigma - 1) < 0.02)
assert close(H.std(), sd_H, 0.02) and close(S.std(), sd_S, 0.02)
assert close(1 - correlation(H, S)**2, miss, 0.05)
assert close(G.std(), sd_G, 0.02) and abs(correlation(G, H)) < 0.025
slope_HS = np.polyfit(S, H, 1)[0]
assert abs(slope_HS - T_m / (1 + eps**2)) < 0.3

# Exact covariance by refitting, which separates the two regression slopes
for T_set in (T_NARROW, T_WIDE):
    C = refit_covariance(T_set, sigma)
    a, b, c = predict(T_set, sigma)
    assert close(np.sqrt(C[0, 0]), a, 1e-6)
    assert close(np.sqrt(C[1, 1]), b, 1e-6)
    assert close(1 - C[0, 1]**2 / (C[0, 0] * C[1, 1]), c, 1e-5)
    T_h = harmonic_mean(T_set)
    assert close(C[0, 0] / C[0, 1], T_h, 1e-7)
    e2 = np.var(1 / T_set) * T_h**2
    assert close(C[0, 1] / C[1, 1], T_h / (1 + e2), 1e-7)

print("INPUTS AND BAKES")
show("True activation energy", E_TRUE / 1e3, ".1f", "kJ/mol")
show("Error of protected fraction", FRACTION_NOISE, ".3f")
for T in T_NARROW:
    k = np.exp(LN_A_TRUE - E_TRUE / (R * T))
    print(f"T {T:.0f} K: k {k:.5f} 1/s, bake {np.log(2) / k:.1f} s")
H_true, S_true = fit(T_NARROW, LN_A_TRUE - E_TRUE * x / R)
show("True activation enthalpy", H_true / 1e3, ".2f", "kJ/mol")
show("True activation entropy", S_true, ".2f", "J/(mol K)")
print("PREDICTED ERRORS, 373-393 K")
show("sigma of ln k", sigma, ".4f")
show("Mean of 1/T", x.mean(), ".6e", "1/K")
show("Sxx", Sxx, ".4e", "1/K^2")
show("Relative spread eps", eps, ".5f")
print(f"Harmonic mean T_m: {T_m:.2f} K = {T_m - const.zero_Celsius:.2f} C")
print(f"sd of H: {sd_H / 1e3:.3f} kJ/mol = "
      f"{sd_H / (const.N_A * const.e):.4f} eV")
show("sd of S", sd_S, ".2f", "J/(mol K)")
show("sd of G at T_m", sd_G / 1e3, ".4f", "kJ/mol")
show("Correlation of H and S, formula", np.sqrt(1 - miss), ".6f")
show("Same, 48000 simulated repeats", correlation(H, S), ".6f")
show("Simulated slope dH/dS", slope_HS, ".2f", "K")

print("FIRST 24 REPEATS OF ONE RESIST")
h24, s24 = H[:GROUP], S[:GROUP]
for name, i in (("Lowest", h24.argmin()), ("Highest", h24.argmax())):
    print(f"{name} H: {h24[i] / 1e3:.2f} kJ/mol, its S: {s24[i]:.2f} J/(mol K)")
show("Correlation", correlation(h24, s24), ".5f")
show("Slope dH/dS", np.polyfit(s24, h24, 1)[0], ".2f", "K")
ratios = variance_ratios(T_NARROW, ln_k)
limit = f_distribution.ppf(0.95, GROUP - 1, GROUP * (len(x) - 2))
show("Variance ratio F", ratios[0], ".3f")
show("95 percent limit of F", limit, ".3f")

# Rate predictions with the covariance kept or dropped
without = np.sqrt((sd_S / R)**2 + (sd_H / (R * T_m))**2)
T_room = 296.0
sd_room = sigma * np.sqrt(1 / len(x) + (1 / T_room - x.mean())**2 / Sxx)
slope, intercept = np.polyfit(x, ln_k, 1)
assert close((intercept + slope / T_m).std(), sigma / np.sqrt(len(x)), 0.02)
assert close((intercept + slope / T_room).std(), sd_room, 0.02)
print("ERROR OF PREDICTED ln k")
show("At T_m, covariance kept", sigma / np.sqrt(len(x)), ".4f")
show("At T_m, covariance dropped", without, ".3f")
show("At 296 K, covariance kept", sd_room, ".3f")

# Noise and range varied separately
H_half, S_half = fit(T_NARROW, simulate(T_NARROW, noise=FRACTION_NOISE / 2))
assert close(H_half.std(), sd_H / 2, 0.02)
assert close(1 - correlation(H_half, S_half)**2, miss, 0.05)
H_wide, S_wide = fit(T_WIDE, simulate(T_WIDE))
wide_H, wide_S, wide_miss = predict(T_WIDE, sigma)
assert close(H_wide.std(), wide_H, 0.02)
assert close(1 - correlation(H_wide, S_wide)**2, wide_miss, 0.05)
eps_09 = np.sqrt(1 / 0.9**2 - 1)
T_ratio = (1 + eps_09) / (1 - eps_09)
C = refit_covariance(np.array([300.0, 300.0 * T_ratio]), sigma)
assert close(C[0, 1] / np.sqrt(C[0, 0] * C[1, 1]), 0.9, 1e-6)
print("NOISE AND RANGE")
show("Half noise: sd of H", H_half.std() / 1e3, ".3f", "kJ/mol")
show("Half noise: correlation", correlation(H_half, S_half), ".6f")
show("353-413 K: sd of H", wide_H / 1e3, ".3f", "kJ/mol")
show("353-413 K: correlation", np.sqrt(1 - wide_miss), ".6f")
k_hot = np.exp(LN_A_TRUE - E_TRUE / (R * T_WIDE[-1]))
show("Bake time at 413 K", np.log(2) / k_hot, ".2f", "s")
show("Two-bake T2/T1 for correlation 0.9", T_ratio, ".3f")

# Different resists whose true H and S are independent
spread_H, spread_S = 3e3, 5.0
energies = E_TRUE + spread_H * rng.standard_normal(N_REP)
prefactors = LN_A_TRUE + spread_S / R * rng.standard_normal(N_REP)
assert abs(correlation(energies, prefactors)) < 0.025
print("DIFFERENT RESISTS, TRUE H AND S INDEPENDENT")
print(f"True sd: H {spread_H / 1e3:.1f} kJ/mol, S {spread_S:.1f} J/(mol K)")
apparent = []
for T_set in (T_NARROW, T_WIDE):
    a, b, c = predict(T_set, sigma)
    expected = a * b * np.sqrt(1 - c) / np.sqrt(
        (a**2 + spread_H**2) * (b**2 + spread_S**2))
    found = correlation(*fit(T_set, simulate(T_set, energies, prefactors)))
    assert abs(found - expected) < 0.02
    apparent.append(found)
    print(f"{T_set[0]:.0f}-{T_set[-1]:.0f} K correlation: "
          f"formula {expected:.3f}, simulated {found:.3f}")
assert apparent[0] > apparent[1] + 0.2

# A real isokinetic family crossing at T_m, compared with noise alone
family_sd = 10e3
energies = E_TRUE + family_sd * rng.standard_normal(N_REP)
prefactors = LN_A_TRUE + (energies - E_TRUE) / (R * T_m)
family_ln_k = simulate(T_NARROW, energies, prefactors)
H_fam, S_fam = fit(T_NARROW, family_ln_k)
false_alarm = np.mean(ratios > limit)
power = np.mean(variance_ratios(T_NARROW, family_ln_k) > limit)
assert abs(false_alarm - 0.05) < 0.025
assert power > 0.8
assert abs(np.polyfit(S_fam, H_fam, 1)[0] - T_m) < 0.5
print("REAL ISOKINETIC FAMILY CROSSING AT T_m")
show("True sd of H", family_sd / 1e3, ".1f", "kJ/mol")
show("Slope dH/dS", np.polyfit(S_fam, H_fam, 1)[0], ".2f", "K")
print(f"F above limit: noise only {false_alarm:.3f}, family {power:.3f}")

# Neglected effects, for the narrow example
k_true = np.exp(LN_A_TRUE - E_TRUE * x / R)
times = np.log(2) / k_true
warm_constant = 1.0
warm = []
for T, t in zip(T_NARROW, times):
    def relative_rate(s):
        T_now = T - (T - T_room) * np.exp(-s / warm_constant)
        return np.exp(-E_TRUE / R * (1 / T_now - 1 / T))
    early = min(15 * warm_constant, t)
    integral = quad(relative_rate, 0, early)[0]
    integral += quad(relative_rate, early, t)[0]
    warm.append(np.log(integral / t))
warm = np.array(warm)
loss = 1e-3 * np.exp(-50e3 / R * (x - 1 / T_REF)) * times
acid_loss = np.log(-np.expm1(-loss) / loss)
# Encounter rate from acid diffusivity, capture radius and acid density.
encounter_rate = 4 * np.pi * 1.0 * 0.5 * 0.05
transport = -np.log1p(k_true / encounter_rate)


def energy_shift(ln_factor):
    return -R * np.polyfit(x, ln_factor, 1)[0]


H_warm, S_warm = fit(T_NARROW, simulate(T_NARROW, ln_bias=warm))
assert close(H_warm.std(), sd_H, 0.05)
assert correlation(H_warm, S_warm) > 0.999
plate_sd = 0.2
H_plate, _ = fit(T_NARROW, simulate(T_NARROW, plate_sd=plate_sd))
plate_sigma = np.hypot(sigma, E_TRUE * plate_sd / (R * T_m**2))
assert close(H_plate.std(), predict(T_NARROW, plate_sigma)[0], 0.02)
offset = 0.10
H_off, S_off = fit(T_NARROW, simulate(T_NARROW, offset_sd=offset))
off_miss = predict(T_NARROW, sigma, offset)[2]
assert close(1 - correlation(H_off, S_off)**2, off_miss, 0.05)
assert close(H_off.std(), sd_H, 0.02)
eyring = (np.log(const.k * T_NARROW / const.h) + S_true / R
          - H_true / (R * T_NARROW))
eyring_shift = fit(T_NARROW, eyring)[0] - H_true
assert abs(eyring_shift) < 10

print("NEGLECTED EFFECTS, 373-393 K")
show("E shift, 1 s wafer warm-up", energy_shift(warm) / 1e3, ".2f", "kJ/mol")
show("sd of H with warm-up", H_warm.std() / 1e3, ".3f", "kJ/mol")
show("E shift, acid loss 0.001 1/s at 383 K, 50 kJ/mol",
     energy_shift(acid_loss) / 1e3, ".2f", "kJ/mol")
show("Acid encounter rate (1 nm^2/s, 0.5 nm, 0.05 nm^-3)",
     encounter_rate, ".3f", "1/s")
show("E shift, acid transport", energy_shift(transport) / 1e3, ".2f", "kJ/mol")
show("sd of H with 0.2 K plate error", H_plate.std() / 1e3, ".3f", "kJ/mol")
show("Correlation with 0.10 run offset in ln k", np.sqrt(1 - off_miss), ".5f")
show("H shift if Eyring law is true", eyring_shift, ".2f", "J/mol")
print("done: every assertion held")
```

Output:

```
INPUTS AND BAKES
True activation energy: 100.0 kJ/mol
Error of protected fraction: 0.030
T 373 K: k 0.00431 1/s, bake 160.9 s
T 378 K: k 0.00660 1/s, bake 105.0 s
T 383 K: k 0.01000 1/s, bake 69.3 s
T 388 K: k 0.01499 1/s, bake 46.2 s
T 393 K: k 0.02223 1/s, bake 31.2 s
True activation enthalpy: 96.82 kJ/mol
True activation entropy: -32.51 J/(mol K)
PREDICTED ERRORS, 373-393 K
sigma of ln k: 0.0866
Mean of 1/T: 2.611857e-03 1/K
Sxx: 1.1635e-08 1/K^2
Relative spread eps: 0.01847
Harmonic mean T_m: 382.87 K = 109.72 C
sd of H: 6.672 kJ/mol = 0.0692 eV
sd of S: 17.43 J/(mol K)
sd of G at T_m: 0.1232 kJ/mol
Correlation of H and S, formula: 0.999829
Same, 48000 simulated repeats: 0.999830
Simulated slope dH/dS: 382.78 K
FIRST 24 REPEATS OF ONE RESIST
Lowest H: 81.19 kJ/mol, its S: -73.86 J/(mol K)
Highest H: 108.76 kJ/mol, its S: -1.69 J/(mol K)
Correlation: 0.99979
Slope dH/dS: 383.66 K
Variance ratio F: 1.074
95 percent limit of F: 1.680
ERROR OF PREDICTED ln k
At T_m, covariance kept: 0.0387
At T_m, covariance dropped: 2.964
At 296 K, covariance kept: 0.616
NOISE AND RANGE
Half noise: sd of H: 3.328 kJ/mol
Half noise: correlation: 0.999829
353-413 K: sd of H: 2.212 kJ/mol
353-413 K: correlation: 0.998460
Bake time at 413 K: 7.08 s
Two-bake T2/T1 for correlation 0.9: 2.878
DIFFERENT RESISTS, TRUE H AND S INDEPENDENT
True sd: H 3.0 kJ/mol, S 5.0 J/(mol K)
373-393 K correlation: formula 0.877, simulated 0.878
353-413 K correlation: formula 0.449, simulated 0.455
REAL ISOKINETIC FAMILY CROSSING AT T_m
True sd of H: 10.0 kJ/mol
Slope dH/dS: 382.82 K
F above limit: noise only 0.052, family 0.962
NEGLECTED EFFECTS, 373-393 K
E shift, 1 s wafer warm-up: -4.33 kJ/mol
sd of H with warm-up: 6.814 kJ/mol
E shift, acid loss 0.001 1/s at 383 K, 50 kJ/mol: 1.77 kJ/mol
Acid encounter rate (1 nm^2/s, 0.5 nm, 0.05 nm^-3): 0.314 1/s
E shift, acid transport: -3.29 kJ/mol
sd of H with 0.2 K plate error: 6.818 kJ/mol
Correlation with 0.10 run offset in ln k: 0.99869
H shift if Eyring law is true: -0.52 J/mol
done: every assertion held
```
